# Near-field transmission resonance and coupled surface modes of silicon carbide plates

## Problem

Two identical thick plates of undoped cubic silicon carbide face each other across a vacuum gap \(d=20\) nm near 300 K. With the time factor \(e^{-i\omega t}\), their permittivity is

\[
\varepsilon(\omega)=\varepsilon_\infty\,
\frac{\omega_L^2-\omega^2-i\gamma\omega}{\omega_T^2-\omega^2-i\gamma\omega},
\]

with the rough typical values \(\varepsilon_\infty=6.7\), \(\omega_T=790\), \(\omega_L=970\) and \(\gamma=5\ \mathrm{cm^{-1}}\). Frequencies are given as wavenumbers, \(\omega/2\pi c\).

Heat crosses the gap through evanescent waves with in-plane wavenumber \(k\). The transmission \(T(\omega,k)\) is defined by the heat flux per area,

\[
q=\int_0^\infty\frac{d\omega}{2\pi}\,[\Theta(\omega,T_1)-\Theta(\omega,T_2)]
\int_0^\infty\frac{k\,dk}{2\pi}\,T(\omega,k),
\qquad
\Theta=\frac{\hbar\omega}{e^{\hbar\omega/k_BT_j}-1},
\]

where \(T_1,T_2\) are the plate temperatures. Find \(T(\omega,k)\) for p-polarized waves with \(k\gg\omega/c\). Where are its peaks, how high are they, and which coupled surface-phonon-polariton branch does each belong to?

## First estimate by scaling

For \(k\gg\omega/c\) the field is electrostatic and decays as \(e^{-kz}\) away from a surface. One surface reflects it with

\[
r=\frac{\varepsilon-1}{\varepsilon+1}.
\]

To expose the resonance, set \(W=\omega^2+i\gamma\omega\) and \(S=\varepsilon_\infty(\omega_L^2-\omega_T^2)\). Then

\[
\varepsilon=\varepsilon_\infty+\frac{S}{\omega_T^2-W},\qquad
\varepsilon+1=(\varepsilon_\infty+1)\frac{\omega_s^2-W}{\omega_T^2-W},\qquad
\omega_s^2=\omega_T^2+\frac{S}{\varepsilon_\infty+1}.
\]

Writing \(r=1-2/(\varepsilon+1)\) and \(\omega_T^2-W=(\omega_s^2-W)-(\omega_s^2-\omega_T^2)\) gives

\[
r=r_\infty+\frac{A}{\omega_s^2-W},\qquad
r_\infty=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+1},\qquad
A=\frac{2S}{(\varepsilon_\infty+1)^2}.
\]

Here \(\omega_s=948.56\ \mathrm{cm^{-1}}\) is the polariton frequency of a single surface and \(A=71\,599\ \mathrm{cm^{-2}}\).

A coupled mode reproduces itself after two reflections and two crossings of the gap, so \(r^2e^{-2x}=1\) with \(x=kd\), or \(r=\pm e^{x}\). Dropping \(r_\infty\) and the loss gives \(\omega^2\approx\omega_s^2\mp Ae^{-x}\). The two modes are therefore separated by about

\[
\sigma_{\rm est}=\frac{A}{\omega_s}e^{-x}=75.5\,e^{-x}\ \mathrm{cm^{-1}},
\]

which is 27.8 cm\(^{-1}\) at \(x=1\). One expects two peaks as long as this exceeds a linewidth of order \(\gamma\), that is, up to

\[
x\approx\ln\frac{A}{\gamma\omega_s}=2.71 .
\]

The estimate leaves open the peak heights, the numerical factor in the linewidth criterion and the symmetry of the modes.

## Exact quasi-static solution

### Transmission as a two-port problem

Let \(\phi_1,\phi_2\) be the potential amplitudes at the two surfaces. In the gap,

\[
\phi(z)=\frac{\phi_1\sinh k(d-z)+\phi_2\sinh kz}{\sinh x},
\qquad
-\phi'(0)=k\left(\phi_1\coth x-\frac{\phi_2}{\sinh x}\right).
\]

The displacement leaving surface 1 into the gap is \(\varepsilon_0\) times this last expression. The displacement leaving it into plate 1, where the potential decays as \(e^{-k|z|}\), is \(\varepsilon_0\varepsilon k\phi_1\). Their sum equals the source charge \(s_1\) that represents the thermal polarization of plate 1. The same holds at surface 2, so

\[
\varepsilon_0k\,M\begin{pmatrix}\phi_1\\ \phi_2\end{pmatrix}
=\begin{pmatrix}s_1\\ s_2\end{pmatrix},\qquad
M=\begin{pmatrix}\varepsilon+\coth x&-1/\sinh x\\-1/\sinh x&\varepsilon+\coth x\end{pmatrix}.
\]

The source current is \(j=-i\omega s\). Each plate is thus a passive one-port with admittance \(Y=-i\omega\varepsilon_0k\varepsilon\) and conductance \(\mathrm{Re}\,Y=\omega\varepsilon_0k\,\mathrm{Im}\,\varepsilon\). The fluctuation-dissipation theorem gives its noise current the spectral density \(4\,\mathrm{Re}\,Y\,\Theta\) per unit of \(\omega/2\pi\). The zero-point part is left out because it cancels between the plates. The power that plate 1 delivers to plate 2 is \(4(\mathrm{Re}\,Y)^2|Z_{21}|^2\Theta\), where \(Z=M^{-1}/(-i\omega\varepsilon_0k)\). The prefactors cancel. With \(G=M^{-1}\),

\[
T=4(\mathrm{Im}\,\varepsilon)^2|G_{12}|^2 .
\]

### The two branches

By symmetry the eigenvectors of \(M\) are \((1,-1)\) and \((1,1)\). Their eigenvalues are

\[
\varepsilon+\frac{\cosh x+1}{\sinh x}=\varepsilon+\coth\frac x2,
\qquad
\varepsilon+\frac{\cosh x-1}{\sinh x}=\varepsilon+\tanh\frac x2 .
\]

A mode exists where an eigenvalue vanishes, \(\varepsilon=-\eta\). Inserting \(\varepsilon=\varepsilon_\infty+S/(\omega_T^2-W)\) gives

\[
\varepsilon+\eta=(\varepsilon_\infty+\eta)\frac{\Omega^2-W}{\omega_T^2-W},
\qquad
\Omega^2=\omega_T^2+\frac{S}{\varepsilon_\infty+\eta}.
\]

Since \(\coth(x/2)>\tanh(x/2)\), the branches are:

- **Lower branch**, \(\Omega_l\), with \(\eta_l=\coth(x/2)\). The potential is odd about the middle of the gap, and the facing surface charges have opposite signs. It corresponds to \(r=+e^x\).
- **Upper branch**, \(\Omega_u\), with \(\eta_u=\tanh(x/2)\). The potential is even, and the facing charges have equal signs. It corresponds to \(r=-e^x\).

The order has an electrostatic reason. The bound charge on a surface is \(\varepsilon_0k\phi(1+\eta)\), so the potential per unit charge is proportional to \(1/(1+\eta)\). Opposite charges on the other surface reduce this potential and weaken the electric restoring force. Equal charges strengthen it.

With loss, the mode condition \(\omega^2+i\gamma\omega=\Omega^2\) gives the complex frequencies \(\sqrt{\Omega^2-\gamma^2/4}-i\gamma/2\). Both branches have the same damping because the model has a single \(\gamma\). With separate dampings \(\gamma_L\) in the numerator and \(\gamma_T\) in the denominator of \(\varepsilon\), the same condition replaces \(\gamma\) by \((\varepsilon_\infty\gamma_L+\eta\gamma_T)/(\varepsilon_\infty+\eta)\), which differs between the branches; the closed forms below are for the single-\(\gamma\) model.

### Closed form of the transmission

The eigenvector expansion of \(G\) gives

\[
G_{12}=\frac12\left(\frac1{\varepsilon+\eta_u}-\frac1{\varepsilon+\eta_l}\right)
=\frac{\eta_l-\eta_u}{2(\varepsilon+\eta_u)(\varepsilon+\eta_l)} .
\]

Three relations are now inserted: \(\mathrm{Im}\,\varepsilon=S\gamma\omega/|\omega_T^2-W|^2\), the form of \(\varepsilon+\eta\) above, and

\[
\Omega_u^2-\Omega_l^2=\frac{S(\eta_l-\eta_u)}{(\varepsilon_\infty+\eta_u)(\varepsilon_\infty+\eta_l)} .
\]

All factors \(|\omega_T^2-W|\) cancel, leaving

\[
T=\frac{\gamma^2\omega^2(\Omega_u^2-\Omega_l^2)^2}
{[(\Omega_l^2-\omega^2)^2+\gamma^2\omega^2]\,[(\Omega_u^2-\omega^2)^2+\gamma^2\omega^2]} .
\]

### Peak positions and heights

Let \(y=\omega^2-\tfrac12(\Omega_l^2+\Omega_u^2)\), \(\Delta=\tfrac12(\Omega_u^2-\Omega_l^2)\) and \(g=\gamma\omega\). The denominator is

\[
[(y+\Delta)^2+g^2][(y-\Delta)^2+g^2]=(y^2-\Delta^2+g^2)^2+4\Delta^2g^2,
\]

as expanding both sides shows. The numerator is \(4\Delta^2g^2\). Hence

\[
T=\frac1{1+F^2},\qquad F=\frac{y^2-\Delta^2+g^2}{2\Delta g}.
\]

Now define \(\sigma=\Omega_u-\Omega_l\), \(\Sigma=\Omega_u+\Omega_l\) and \(p=\Omega_l\Omega_u\). Since \(y^2-\Delta^2=(\omega^2-\Omega_l^2)(\omega^2-\Omega_u^2)\), \(\Omega_l^2+\Omega_u^2=\sigma^2+2p\) and \(2\Delta=\sigma\Sigma\),

\[
F=\frac{\omega^4-(\sigma^2+2p-\gamma^2)\omega^2+p^2}{\gamma\sigma\Sigma\,\omega}
=\frac{\omega}{\gamma\sigma\Sigma}
\left[\left(\omega-\frac p\omega\right)^2-(\sigma^2-\gamma^2)\right].
\]

The derivative \(dF/d\omega\) is proportional to \(3\omega^2-(\sigma^2+2p-\gamma^2)-p^2/\omega^2\). It rises steadily from \(-\infty\) to \(+\infty\), so \(F\) has one minimum.

If \(\sigma>\gamma\), \(F\) crosses zero twice, and \(T\) has two peaks of height 1 with a dip between them. Solving \(\omega-p/\omega=\pm\sqrt{\sigma^2-\gamma^2}\) for positive \(\omega\), with \(\sigma^2+4p=\Sigma^2\), gives

\[
\omega_\pm=\tfrac12\left[\sqrt{\Sigma^2-\gamma^2}\pm\sqrt{\sigma^2-\gamma^2}\right].
\]

If \(\sigma<\gamma\), \(F\) stays positive and there is one peak, with \(T<1\). At \(\sigma=\gamma\) the two peaks merge at \(\omega=\sqrt p\).

If \(\sigma\) and \(\gamma\) are both much smaller than \(\Sigma\), the minimum of \(F\) lies close to \(\sqrt p\), and \(\Sigma\approx2\sqrt p\). Then \(F_{\min}\approx-(\sigma^2-\gamma^2)/(2\sigma\gamma)\), and

\[
T(\sqrt p)\approx\left(\frac{2\sigma\gamma}{\sigma^2+\gamma^2}\right)^2 .
\]

This is the dip for \(\sigma>\gamma\) and the height of the single peak for \(\sigma<\gamma\).

### Numbers at \(kd=1\)

Here \(k=0.05\ \mathrm{nm^{-1}}\), \(\eta_l=2.1640\) and \(\eta_u=0.4621\), so

\[
\Omega_l=\sqrt{790^2+\frac{6.7(970^2-790^2)}{6.7+2.1640}}=929.28\ \mathrm{cm^{-1}},
\]

and likewise \(\Omega_u=959.41\ \mathrm{cm^{-1}}\). The mode splitting is 30.13 cm\(^{-1}\), and the peak splitting is \(\sqrt{30.13^2-5^2}=29.71\ \mathrm{cm^{-1}}\). The peaks with \(T=1\) lie at 929.48 cm\(^{-1}\) (115.24 meV, lower branch) and 959.19 cm\(^{-1}\) (118.92 meV, upper branch). The transmission falls to 0.104 between them.

As a test of the two-port argument, thermal sources throughout one plate and absorption throughout the other were summed by finite elements. The cases were \((kd,\omega)=(0.7,925)\), \((1,929)\), \((1,945)\) and \((2.5,948)\), with \(\omega\) in cm\(^{-1}\), and one pair of unequal plates, for which the two-port argument gives \(T=4\,\mathrm{Im}\,\varepsilon_1\,\mathrm{Im}\,\varepsilon_2\,|G_{12}|^2\) with each plate's own permittivity on the diagonal of \(M\). The largest deviation in \(T\) was \(1.5\times10^{-4}\).

## Comparison of estimate and solution

Splittings are in cm\(^{-1}\).

| \(kd\) | estimate | modes | peaks | \(T\) at dip |
|---|---|---|---|---|
| 0.5 | 45.8 | 58.16 | 57.95 | 0.029 |
| 1 | 27.8 | 30.13 | 29.71 | 0.104 |
| 2 | 10.2 | 10.32 | 9.03 | 0.616 |

Relative to the exact mode splitting, the estimate is low by 21%, 8% and 1%. Most of the error comes from dropping \(r_\infty\). Keeping it, \(r=\pm e^x\) gives

\[
\Omega_l^2=\omega_s^2-\frac{A}{e^x-r_\infty},\qquad
\Omega_u^2=\omega_s^2+\frac{A}{e^x+r_\infty}.
\]

The difference of the squares exceeds the estimated \(2Ae^{-x}\) by the factor \(1/(1-r_\infty^2e^{-2x})\), which is 1.08 at \(x=1\). The same term makes the splitting asymmetric: at \(x=1\) the lower mode lies 19.3 cm\(^{-1}\) below \(\omega_s\), the upper one 10.9 cm\(^{-1}\) above.

The linewidth criterion turns out to be \(\sigma=\gamma\) with factor one. The merger lies at \(kd=2.717\), against the estimated 2.714, and at 948.43 cm\(^{-1}\). Beyond it, one peak does not mean one mode. At \(kd=4\) the branches are still 1.38 cm\(^{-1}\) apart, but the spectrum shows a single peak of height 0.264. For \(\sigma\ll\gamma\) the height tends to \(4\sigma^2/\gamma^2\), which falls as \(e^{-2kd}\).

In the opposite limit, \(kd\to0\), the quasi-static branches tend to \(\omega_T\) and \(\omega_L\), but retardation then matters. The two-port argument still applies with tangential fields as port variables: for p waves, \(x\to\kappa_0d\) and \(\varepsilon\to\varepsilon\kappa_0/\kappa_1\), where \(\kappa_0^2=k^2-\omega^2/c^2\) and \(\kappa_1^2=k^2-\varepsilon\omega^2/c^2\). At \(kd=1\) this moves the peaks by less than 0.01 cm\(^{-1}\). At \(kd=0.1\) it lowers the lower peak by 4.2 cm\(^{-1}\), moves the upper one by 0.002 cm\(^{-1}\), and adds a weak third maximum, \(T\approx0.01\), near 784 cm\(^{-1}\), just below \(\omega_T\).

Integrated over frequency and wavenumber at 300 K, evanescent p waves with retardation give a heat-transfer coefficient of about 2410 W/(m\(^2\) K), against 2390 in the quasi-static form. Evanescent s waves add about 31, and propagating waves at most the blackbody value, about 6.1 W/(m\(^2\) K). About 73% (0.725 with the cut placed exactly; the printed 0.719 stops at the last grid point below it) of the p-wave value comes from \(\kappa_0d\) below 2.717, essentially the region of two separate peaks.

## Relation to real plates

The material values are only rough, so the digits above belong to the model. The set \(\varepsilon_\infty=6.52\), \(\omega_T=796\), \(\omega_L=972\ \mathrm{cm^{-1}}\), often quoted for the cubic polytype, raises both peaks at \(kd=1\) by about 2 cm\(^{-1}\). With that set and \(\gamma=3\ \mathrm{cm^{-1}}\), the merger moves to \(kd=3.23\) and the p-wave coefficient falls to about 1970 W/(m\(^2\) K). Real plates are also neither perfectly parallel nor perfectly identical. At fixed \(k=0.05\ \mathrm{nm^{-1}}\), a gap wider by 1 nm shifts the lower peak by \(+1.3\) and the upper by \(-0.4\ \mathrm{cm^{-1}}\). A hotter plate has softer phonons. If its \(\omega_T\) and \(\omega_L\) are both 2 cm\(^{-1}\) lower, an assumed size, the highest transmission is 0.996 at \(kd=1\) and 0.907 at \(kd=2.5\). Doubling \(\gamma\) in both plates, to represent heating or defects, moves the merger to \(kd=2.03\). At the original merger, \(k\) times a rough lattice spacing of 0.44 nm is 0.06, which supports a local permittivity. Free carriers in doped crystals and the anisotropy of hexagonal polytypes are not included or sized here. The numerical output follows.

## Values computed for the example and the checks

```
eps_inf = 6.7; gap = 20 nm; T = 300 K
w_T, w_L, gamma = 790, 970, 5 1/cm
single-surface frequency w_s = 948.56 1/cm
A = 71599 1/cm^2
largest finite-element deviation in T = 1.5e-04
kd = 0.5: k = 0.0250 1/nm
  eta lower, upper = 4.0830, 0.2449
  modes lower, upper = 906.06, 964.22 1/cm
  mode splitting = 58.16 1/cm
  peaks with T=1 = 906.16, 964.11 1/cm
  peak splitting = 57.95 1/cm
  T at dip = 0.0291; estimate = 0.0291
kd = 1.0: k = 0.0500 1/nm
  eta lower, upper = 2.1640, 0.4621
  modes lower, upper = 929.28, 959.41 1/cm
  mode splitting = 30.13 1/cm
  peaks with T=1 = 929.48, 959.19 1/cm
  peak splitting = 29.71 1/cm
  T at dip = 0.1044; estimate = 0.1044
kd = 2.0: k = 0.1000 1/nm
  eta lower, upper = 1.3130, 0.7616
  modes lower, upper = 942.86, 953.19 1/cm
  mode splitting = 10.32 1/cm
  peaks with T=1 = 943.50, 952.54 1/cm
  peak splitting = 9.03 1/cm
  T at dip = 0.6155; estimate = 0.6155
peaks at kd=1 = 115.24, 118.92 meV
merger kd = 2.7170; log estimate = 2.7145
merger k = 0.1358 1/nm
merged peak position = 948.43 1/cm
kd=4: mode splitting = 1.38 1/cm
kd=4: single peak at 948.54 1/cm, T = 0.2640
retardation shifts, kd=0.1: -4.214, 0.002 1/cm
retardation shifts, kd=1.0: -0.009, -0.000 1/cm
h, p waves with retardation = 2410.1 W/(m^2 K)
h, quasi-static p waves = 2390.1 W/(m^2 K)
h, evanescent s waves = 31.36 W/(m^2 K)
h, bound on propagating waves = 6.12 W/(m^2 K)
share of p-wave h below merger kd = 0.719
2 1/cm detuning, kd=1.0: highest T = 0.9956
2 1/cm detuning, kd=2.5: highest T = 0.9066
merger kd with doubled damping = 2.0313
peak shifts for 1 nm wider gap = 1.29, -0.43 1/cm
merger k times rough lattice spacing = 0.060
```
